# The Hedin–Johansson Relaxation Formula and Its Match to Static COHSEX: a numerical check

```python
# Result under test: removing an electron from spin-orbital c in Hartree-Fock,
#   I = E(0) - E(1) = -eps_c - R,   R = <c|V_p|c>/2 - (curvature of eps_c)/12,
# and its linear-response form R = -(cc|W_p|cc)/2, which is the j = c part of
# the COHSEX self-energy. The other COHSEX terms are bounded by
#   X = [(cc|W_p|cc) - integral |c(r)|^2 W_p(r,r)]/2.
# n: occupation of c; eps_c(n): its energy; V_p: change of the Coulomb and
# exchange potential of the passive electrons; W_p = W - v: static RPA
# polarization part of the screened interaction. Hartree atomic units.
# System: free neon atom, c = 1s with spin beta.
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

HARTREE_EV = physical_constants['Hartree energy in eV'][0]
ratio = 2.7
shells = [(0, 0.20, 11), (1, 0.15, 7), (2, 0.60, 3)]
basis = [[l, [start * ratio**k, 1.0]]
         for l, start, count in shells for k in range(count)]
mol = gto.M(atom='Ne 0 0 0', basis={'Ne': basis}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-8
mf.kernel()
assert mf.converged
C, eps = mf.mo_coeff, mf.mo_energy
nmo, nocc = C.shape[1], 5
nvir = nmo - nocc
h = C.T @ mf.get_hcore() @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), nmo).reshape((nmo,) * 4)
coulomb_matrix = eri.reshape(nmo**2, nmo**2)
exchange_matrix = eri.transpose(0, 2, 1, 3).reshape(nmo**2, nmo**2)


def coulomb(P):
    return (coulomb_matrix @ P.ravel()).reshape(nmo, nmo)


def exchange(P):
    return (exchange_matrix @ P.ravel()).reshape(nmo, nmo)


Pc = np.zeros((nmo, nmo))
Pc[0, 0] = 1.0
P_closed = np.diag((np.arange(nmo) < nocc).astype(float))


def relax(n, constrained=True):
    """Self-consistent passive electrons for occupation n of c.
    constrained: passive beta orbitals stay orthogonal to the fixed c."""
    Pa, Pb = P_closed.copy(), P_closed - Pc
    for _ in range(300):
        J = coulomb(Pa + Pb + n * Pc)
        Fa = h + J - exchange(Pa)
        Fb = h + J - exchange(Pb + n * Pc)
        ua = np.linalg.eigh(Fa)[1][:, :nocc]
        if constrained:
            ub = np.zeros((nmo, nocc - 1))
            ub[1:] = np.linalg.eigh(Fb[1:, 1:])[1][:, :nocc - 1]
        else:
            ub = np.linalg.eigh(Fb)[1][:, 1:nocc]
        new_a, new_b = ua @ ua.T, ub @ ub.T
        change = max(abs(new_a - Pa).max(), abs(new_b - Pb).max())
        if change < 1e-9:
            energy = 0.5 * np.sum(Pa * (h + Fa))
            energy += 0.5 * np.sum((Pb + n * Pc) * (h + Fb))
            return energy, Fb[0, 0], Pa, Pb
        Pa = 0.3 * Pa + 0.7 * new_a
        Pb = 0.3 * Pb + 0.7 * new_b
    raise RuntimeError('passive electrons did not converge')


# --- Energy difference against the half formula ---
E1, e1, Pa1, Pb1 = relax(1.0)
E0, e0, Pa0, Pb0 = relax(0.0)
ehalf = relax(0.5)[1]
assert abs(E1 - mf.e_tot) < 1e-6 and abs(e1 - eps[0]) < 1e-6
step = 0.01
slope_E = (relax(0.5 + step)[0] - relax(0.5 - step)[0]) / (2 * step)
assert abs(slope_E - ehalf) < 2e-5
dPa, dPb = Pa0 - Pa1, Pb0 - Pb1
Vp = coulomb(dPa + dPb)[0, 0] - exchange(dPb)[0, 0]
assert abs(Vp - (e0 - e1)) < 1e-6
I_constrained = E0 - E1
R = -e1 - I_constrained
curvature = 4 * (e0 - 2 * ehalf + e1)
assert 0 < R < Vp
assert abs(R - (0.5 * Vp - curvature / 12)) < 2e-4
assert abs(R - 0.5 * Vp) < 0.1 * R
I_free = relax(0.0, constrained=False)[0] - E1
assert abs(I_free - I_constrained) < 0.05
linear_Vp = -(relax(1.02)[1] - relax(0.98)[1]) / 0.04

# --- Static RPA polarization interaction ---
gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
K = eri[:nocc, nocc:, :nocc, nocc:].reshape(nocc * nvir, nocc * nvir)
c_j_pairs = eri[0][:, :nocc, nocc:].reshape(nmo, nocc * nvir)


def response(k_electrons):
    """Matrix M with W_p(r,r') = -sum v_ia(r) M v_jb(r'); k_electrons is the
    number of 1s electrons allowed to respond, the L shell always responds."""
    electrons = np.array([k_electrons, 2, 2, 2, 2], float)
    s = np.repeat(np.sqrt(2 * electrons), nvir)
    inner = np.diag(gaps) + s[:, None] * K * s[None, :]
    return s[:, None] * np.linalg.inv(inner) * s[None, :]


directions = np.vstack([np.eye(3), -np.eye(3)])


def pair_potentials(points):
    """Potential of each occupied-empty pair density at the points."""
    out = np.empty((len(points), nocc * nvir))
    for g, point in enumerate(points):
        with mol.with_rinv_origin(point):
            v = mol.intor('int1e_rinv')
        out[g] = (C[:, :nocc].T @ v @ C[:, nocc:]).ravel()
    return out


def sphere_points(radii):
    # six directions average angular momenta up to 3 exactly, which is the
    # highest one in a product of an s or p orbital with an s, p or d orbital
    return (radii[:, None, None] * directions[None]).reshape(-1, 3)


x, wx = np.polynomial.legendre.leggauss(80)
x, wx = 0.5 * (x + 1), 0.5 * wx
r_max = 6.0
radii = r_max * x**2
points = sphere_points(radii)
weights = np.repeat(4 * np.pi * radii**2 * 2 * r_max * x * wx / 6, 6)
density_c = (mol.eval_gto('GTOval_sph', points) @ C[:, 0])**2
q = weights * density_c
r2_c = np.sum(q * np.sum(points**2, axis=1))
assert abs(q.sum() - 1) < 1e-6
v_grid = pair_potentials(points)
assert abs(q @ v_grid - c_j_pairs[0]).max() < 1e-5


def local_average(q, v, M):
    return -np.sum(q * np.einsum('gp,gp->g', v @ M, v))


def cohsex_parts(k_electrons):
    M = response(k_electrons)
    terms = -np.einsum('jp,jp->j', c_j_pairs @ M, c_j_pairs)
    assert terms.max() < 1e-9
    cc, other_occ = terms[0], terms[1:nocc].sum()
    local = local_average(q, v_grid, M)
    assert local < terms.sum() + 1e-5   # finite orbital sum misses a part
    sex, coh = -(cc + other_occ), 0.5 * local
    remainder = sex + coh + 0.5 * cc
    X = 0.5 * (cc - local)
    assert X > 0 and abs(remainder) <= X + 1e-6
    return dict(cc=cc, sex=sex, coh=coh, coh_sum=0.5 * terms.sum(),
                total=sex + coh, remainder=remainder, X=X)


cases = [('all electrons respond', 2), ('c itself does not respond', 1),
         ('only L shell responds', 0)]
parts = [cohsex_parts(k) for _, k in cases]
assert parts[0]['cc'] < parts[1]['cc'] < parts[2]['cc'] < 0
assert parts[0]['X'] > parts[1]['X'] > parts[2]['X']
assert abs(parts[0]['remainder']) > abs(parts[2]['remainder'])


# --- W_p against a self-consistent calculation with a small missing charge ---
def induced_potential(charge):
    P = P_closed.copy()
    for _ in range(400):
        F = np.diag(eps) + 2 * coulomb(P - P_closed) - charge * eri[:, :, 0, 0]
        u = np.linalg.eigh(F)[1][:, :nocc]
        new = u @ u.T
        if abs(new - P).max() < 1e-11:
            return 2 * coulomb(P - P_closed)[0, 0]
        P = 0.5 * (P + new)
    raise RuntimeError('response did not converge')


small = 0.01
field_value = (induced_potential(small) - induced_potential(-small)) / (2 * small)
assert abs(field_value + parts[0]['cc']) < 2e-4

# --- The j = c term of the dynamic GW self-energy at its own energy ---
root = np.sqrt(gaps)
omega2, Z = np.linalg.eigh(root[:, None] * (np.diag(gaps) + 4 * K) * root)
omega = np.sqrt(omega2)
amplitude = np.sqrt(2) * (c_j_pairs[0] * root) @ Z / np.sqrt(omega)
dynamic_cc = np.sum(amplitude**2 / omega)
assert abs(dynamic_cc + 0.5 * parts[0]['cc']) < 1e-7

# --- Compact-orbital law for X with a narrow Gaussian density ---
sigma = 0.002
y, wy = np.polynomial.legendre.leggauss(40)
rg, wg = 4.5 * sigma * (y + 1), 4.5 * sigma * wy
gauss = np.exp(-rg**2 / (2 * sigma**2)) / (2 * np.pi * sigma**2)**1.5
qg = np.repeat(4 * np.pi * rg**2 * wg * gauss / 6, 6)
vg = pair_potentials(sphere_points(rg))
M_L = response(0)
mean_v = qg @ vg
X_gauss = 0.5 * (-mean_v @ M_L @ mean_v - local_average(qg, vg, M_L))
delta = 5e-4
v_near = pair_potentials(delta * directions)
gradient = (v_near[:3] - v_near[3:]) / (2 * delta)
X_law = 0.5 * sigma**2 * np.einsum('ap,pq,aq->', gradient, M_L, gradient)
assert abs(X_gauss / X_law - 1) < 0.03


def show(label, value, unit='Ha', digits=5):
    print(f'{label}: {value:.{digits}f} {unit}')


print('Neon atom, even-tempered Gaussian basis, exponent ratio', ratio)
for l, start, count in shells:
    print(f'  l={l}: {count} exponents from {start} to '
          f'{start * ratio**(count - 1):.2f} bohr^-2')
print('number of orbitals:', nmo)
show('Hartree-Fock total energy', mf.e_tot)
show('eps_c at n=1', e1)
show('eps_c at n=1/2', ehalf)
show('eps_c at n=0', e0)
show('dE/dn at n=1/2 by finite difference', slope_E)
show('<c|V_p|c>', Vp)
show('half of <c|V_p|c>', Vp / 2)
show('relaxation energy R from total energies', R)
show('R minus half formula', R - Vp / 2)
show('minus curvature/12', -curvature / 12)
show('linear-response <c|V_p|c>, Hartree-Fock', linear_Vp)
show('half of it', linear_Vp / 2)
for label, value in [('frozen orbitals', -e1), ('half formula', -e1 - Vp / 2),
                     ('constrained energy difference', I_constrained),
                     ('unconstrained core hole', I_free),
                     ('COHSEX, all electrons respond', -e1 - parts[0]['total'])]:
    print(f'1s ionization energy, {label}: {value:.4f} Ha = '
          f'{value * HARTREE_EV:.2f} eV')
show('rms radius of 1s', np.sqrt(r2_c), 'bohr', 4)
for (label, _), p in zip(cases, parts):
    print(f'W_p with {label} (Ha):')
    print(f"  (cc|W_p|cc) {p['cc']:.5f}, minus half {-p['cc'] / 2:.5f}")
    print(f"  SEX part {p['sex']:.5f}, COH part {p['coh']:.5f}, "
          f"sum {p['total']:.5f}")
    print(f"  COH by finite orbital sum {p['coh_sum']:.5f}")
    print(f"  remainder {p['remainder']:.5f}, bound X {p['X']:.5f}")
show('-(cc|W_p|cc) from finite missing charge', field_value)
show('j=c term of dynamic GW at eps_c', dynamic_cc)
show('Gaussian test width sigma', sigma, 'bohr', 4)
print(f'X for this Gaussian, L shell responds: {X_gauss:.4e} Ha')
print(f'X from the compact-orbital law: {X_law:.4e} Ha')
print('PASS')
```

Printed output:

```
Neon atom, even-tempered Gaussian basis, exponent ratio 2.7
  l=0: 11 exponents from 0.2 to 4117.82 bohr^-2
  l=1: 7 exponents from 0.15 to 58.11 bohr^-2
  l=2: 3 exponents from 0.6 to 4.37 bohr^-2
number of orbitals: 47
Hartree-Fock total energy: -128.52499 Ha
eps_c at n=1: -32.76904 Ha
eps_c at n=1/2: -31.90135 Ha
eps_c at n=0: -31.07441 Ha
dE/dn at n=1/2 by finite difference: -31.90136 Ha
<c|V_p|c>: 1.69464 Ha
half of <c|V_p|c>: 0.84732 Ha
relaxation energy R from total energies: 0.86091 Ha
R minus half formula: 0.01359 Ha
minus curvature/12: 0.01358 Ha
linear-response <c|V_p|c>, Hartree-Fock: 1.77905 Ha
half of it: 0.88952 Ha
1s ionization energy, frozen orbitals: 32.7690 Ha = 891.69 eV
1s ionization energy, half formula: 31.9217 Ha = 868.63 eV
1s ionization energy, constrained energy difference: 31.9081 Ha = 868.26 eV
1s ionization energy, unconstrained core hole: 31.9087 Ha = 868.28 eV
1s ionization energy, COHSEX, all electrons respond: 32.1714 Ha = 875.43 eV
rms radius of 1s: 0.1830 bohr
W_p with all electrons respond (Ha):
  (cc|W_p|cc) -1.57219, minus half 0.78609
  SEX part 1.60122, COH part -1.00360, sum 0.59762
  COH by finite orbital sum -0.98639
  remainder -0.18848, bound X 0.21750
W_p with c itself does not respond (Ha):
  (cc|W_p|cc) -1.50115, minus half 0.75057
  SEX part 1.52476, COH part -0.89632, sum 0.62844
  COH by finite orbital sum -0.88172
  remainder -0.12213, bound X 0.14575
W_p with only L shell responds (Ha):
  (cc|W_p|cc) -1.42534, minus half 0.71267
  SEX part 1.44322, COH part -0.78270, sum 0.66052
  COH by finite orbital sum -0.77077
  remainder -0.05215, bound X 0.07003
-(cc|W_p|cc) from finite missing charge: 1.57219 Ha
j=c term of dynamic GW at eps_c: 0.78609 Ha
Gaussian test width sigma: 0.0020 bohr
X for this Gaussian, L shell responds: 4.2897e-05 Ha
X from the compact-orbital law: 4.2540e-05 Ha
PASS
```
